# Russian Roulette Without Deposition Bias in Feature-Scale Precursor Transport: a numerical check

```python
# RESULT UNDER TEST: in weighted Monte Carlo of precursor transport in a hole,
# ending trajectories at weight < w_c loses deposition, while Russian roulette
# (survive with probability p, then weight -> weight/p) keeps its expectation.
# Symbols: s = sticking probability, K[x,y] = chance that a molecule emitted
# from surface x next lands on y, D = deposit per entering molecule.
# Ray tracing in a cylinder is compared with a view-factor linear system.
# Lengths are in nm unless a name or comment says otherwise.
import numpy as np
from scipy import constants as const

DIAMETER, DEPTH = 100.0, 2000.0
RADIUS = DIAMETER / 2
WALL_BINS, RINGS, BATCHES = 20, 200, 50
BINS = WALL_BINS + 1                      # the last bin is the floor
BIN_HEIGHT, RING_HEIGHT = DEPTH / WALL_BINS, DEPTH / RINGS
S0, CUTOFF, SURVIVAL = 0.01, 0.1, 0.25
HISTORIES, PULSE_HISTORIES, PULSE_STEPS = 80000, 8000, 10
TEMPERATURE, PRESSURE_TORR, TOTAL_TORR = 500.0, 0.1, 1.0
MASS_U, SITES_NM2, PULSE_MS = 72.0, 4.0, 2.0
MOLECULE_NM, GROWTH_NM, CYCLES = 0.6, 0.1, 100
rng = np.random.default_rng(20)
# mouth area divided by the area of each bin
AREA_RATIO = np.append(np.full(WALL_BINS, RADIUS / (2 * BIN_HEIGHT)), 1.0)


def enter(count):
    """First landing points of molecules with cosine-law entry at the mouth."""
    r = RADIUS * np.sqrt(rng.random(count))
    cos2 = rng.random(count)
    cos_t, sin_t = np.sqrt(cos2), np.sqrt(1 - cos2)
    cos_phi = np.cos(2 * np.pi * rng.random(count))
    across = -r * cos_phi + np.sqrt(RADIUS**2 - r**2 * (1 - cos_phi**2))
    z = across * cos_t / sin_t
    direct = np.flatnonzero(z >= DEPTH)
    shift = DEPTH * sin_t[direct] / cos_t[direct]
    r2 = r[direct]**2 + shift**2 + 2 * r[direct] * shift * cos_phi[direct]
    radius = np.full(count, RADIUS)
    radius[direct] = np.sqrt(r2)
    z[direct] = DEPTH
    return z, radius


def fly(z, r):
    """Diffuse re-emission and free flight; a negative z means escape."""
    cos2 = rng.random(z.size)
    cos_t, sin_t = np.sqrt(cos2), np.sqrt(1 - cos2)
    cos_phi = np.cos(2 * np.pi * rng.random(z.size))
    axial = sin_t * cos_phi
    new_z = z + axial * 2 * RADIUS * cos_t / (1 - axial**2)
    new_r = np.full(z.size, RADIUS)
    floor = z >= DEPTH
    onto = np.flatnonzero((new_z >= DEPTH) & ~floor)
    path = (DEPTH - z[onto]) / axial[onto]
    r2 = (RADIUS**2 - 2 * RADIUS * cos_t[onto] * path
          + path**2 * (1 - axial[onto]**2))
    new_r[onto] = np.sqrt(np.maximum(r2, 0))
    new_z[onto] = DEPTH
    k = np.flatnonzero(floor)
    if k.size:
        across = (-r[k] * cos_phi[k]
                  + np.sqrt(RADIUS**2 - r[k]**2 * (1 - cos_phi[k]**2)))
        new_z[k] = DEPTH - across * cos_t[k] / sin_t[k]
    return new_z, new_r


def simulate(stick, count, survival):
    """survival = 0: hard cutoff; 1: full tracking; between: roulette.
    Returns batch deposits, batch weights discarded per ring (before any
    division), floor deposit of each history, and hits of each history."""
    z, r = enter(count)
    ids, w = np.arange(count), np.ones(count)
    tally = np.zeros(BATCHES * BINS)
    killed = np.zeros(BATCHES * (RINGS + 1))
    floor_score, hits = np.zeros(count), np.zeros(count)
    while z.size:
        where = (z / BIN_HEIGHT).astype(int)
        s = stick[where]
        batch = ids % BATCHES
        tally += np.bincount(batch * BINS + where, w * s, tally.size)
        hits[ids] += 1
        f = np.flatnonzero(where == WALL_BINS)
        floor_score[ids[f]] += w[f] * s[f]
        w = w * (1 - s)
        if survival < 1:
            low = np.flatnonzero(w < CUTOFF)
            if low.size:
                dead = low[rng.random(low.size) >= survival]
                ring = (z[dead] / RING_HEIGHT).astype(int)
                killed += np.bincount(batch[dead] * (RINGS + 1) + ring,
                                      w[dead], killed.size)
                if survival > 0:
                    w[low] /= survival
                keep = np.ones(z.size, bool)
                keep[dead] = False
                z, r, w, ids = z[keep], r[keep], w[keep], ids[keep]
        z, r = fly(z, r)
        keep = z >= 0
        z, r, w, ids = z[keep], r[keep], w[keep], ids[keep]
    scale = BATCHES / count
    return (tally.reshape(BATCHES, BINS) * scale,
            killed.reshape(BATCHES, RINGS + 1) * scale, floor_score, hits)


def exchange(rings, radius=RADIUS):
    """Landing matrix and first-landing vector from coaxial-disk view factors."""
    h = DEPTH / rings / radius
    x2 = 2 + (h * np.arange(rings + 1))**2
    f = 2 / (x2 + np.sqrt(x2**2 - 4))
    ratio = 1 / (2 * h)                   # disk area / ring area
    band = np.empty(rings)
    band[0] = 1 - 2 * ratio * (1 - f[1])
    band[1:] = ratio * (f[:-2] - 2 * f[1:-1] + f[2:])
    index = np.arange(rings)
    K = np.zeros((rings + 1, rings + 1))
    K[:rings, :rings] = band[abs(index[:, None] - index)]
    to_ring = f[:-1] - f[1:]
    K[rings, :rings] = to_ring[::-1]
    K[:rings, rings] = ratio * to_ring[::-1]
    return K, np.append(to_ring, f[-1])


def to_bins(v):
    wall = v[..., :-1].reshape(v.shape[:-1] + (WALL_BINS, -1)).sum(-1)
    return np.concatenate([wall, v[..., -1:]], axis=-1)


def to_rings(stick, rings):
    return np.append(np.repeat(stick[:-1], rings // WALL_BINS), stick[-1])


def reference(stick, network):
    K, source = network
    s = to_rings(stick, source.size - 1)
    arrivals = np.linalg.solve(np.eye(s.size) - K.T * (1 - s), source)
    return to_bins(s * arrivals)


def future_deposit(stick, network):
    """Deposit in every bin caused by unit weight emitted from every ring."""
    K, source = network
    s = to_rings(stick, source.size - 1)
    per_ring = np.linalg.solve(np.eye(s.size) - K * (1 - s), K * s)
    return to_bins(per_ring)


def truncated(s, cutoff, network):
    """Hit-by-hit sum for uniform s up to the first weight below cutoff."""
    K, arrivals = network
    w, total, n = 1.0, 0.0, 0
    while True:
        total = total + s * w * arrivals
        w, n = w * (1 - s), n + 1
        if w < cutoff:
            return to_bins(total), to_bins(w * arrivals), n
        arrivals = K.T @ arrivals


def predicted_cost(survival, network, future_floor, mean, steps=6000):
    """Standard deviation of one floor score and mean hits, uniform s."""
    K, alive = network
    source, u, hits, record = alive, 1.0, 0.0, []
    for _ in range(steps):
        hits += alive.sum()
        v = (1 - S0) * u
        q = survival if v < CUTOFF else 1.0
        record.append((u, v, q))
        alive = q * (K.T @ alive)
        u = v / q
    moment = np.zeros(source.size)
    for u, v, q in reversed(record):
        moment = q * (K @ moment)
        moment[-1] += (S0 * u)**2 + 2 * S0 * u * v * future_floor[-1]
    return np.sqrt(source @ moment - mean**2), hits


def mean_error(batches):
    return batches.mean(0), batches.std(0, ddof=1) / np.sqrt(BATCHES)


def deviation(batches, exact, grid_error):
    """Largest disagreement in standard errors beyond the ring-grid error."""
    mean, error = mean_error(batches)
    return np.max((abs(mean - exact) - grid_error) / error)


# ---- uniform sticking: three ways to end a trajectory
fine, coarse = exchange(RINGS), exchange(RINGS // 2)
uniform = np.full(BINS, S0)
exact = reference(uniform, fine)
grid = abs(exact - reference(uniform, coarse))
cut_exact, remainder, n_cut = truncated(S0, CUTOFF, fine)
cut_coarse, rem_coarse, _ = truncated(S0, CUTOFF, coarse)
full = simulate(uniform, HISTORIES, 1.0)
cut = simulate(uniform, HISTORIES, 0.0)
roulette = simulate(uniform, HISTORIES, SURVIVAL)
dev_full = deviation(full[0], exact, grid)
dev_roulette = deviation(roulette[0], exact, grid)
dev_cut = deviation(cut[0], cut_exact, abs(cut_exact - cut_coarse))
dumped = cut_exact + remainder
dev_dump = deviation(cut[0] + to_bins(cut[1]), dumped,
                     abs(dumped - cut_coarse - rem_coarse))
assert max(dev_full, dev_roulette, dev_cut, dev_dump) < 4.5
cut_mean, cut_error = mean_error(cut[0])
floor_bias_sigma = (exact[-1] - cut_mean[-1]) / cut_error[-1]
assert floor_bias_sigma > 5

# ---- cost: predicted spread and number of hits against ray tracing
future_floor = future_deposit(uniform, fine)[:, -1]
costs = {p: predicted_cost(p, fine, future_floor, exact[-1])
         for p in (1.0, 0.5, SURVIVAL, 0.1)}
for p, run in ((1.0, full), (SURVIVAL, roulette)):
    spread, hits = costs[p]
    # sample deviations of rare, long-tailed scores are good to a few percent
    assert abs(run[2].std() / spread - 1) < 0.10
    assert abs(run[3].mean() - hits) < 5 * run[3].std() / np.sqrt(HISTORIES)
hits_law = 4 * DEPTH / DIAMETER + 1
assert abs(full[3].mean() - hits_law) < 5 * full[3].std() / np.sqrt(HISTORIES)

# ---- a precursor pulse with coverage-dependent sticking
kT = const.k * TEMPERATURE
mass = MASS_U * const.atomic_mass
flux = PRESSURE_TORR * const.torr / np.sqrt(2 * np.pi * mass * kT)  # 1/(m2 s)
dose = flux * PULSE_MS * 1e-3 / (SITES_NM2 * 1e18)   # arrivals per site


def pulse(steps, survival=None):
    coverage, variance = np.zeros(BINS), np.zeros(BINS)
    gain = dose / steps * AREA_RATIO
    for _ in range(steps):
        stick = S0 * (1 - coverage)
        if survival is None:
            deposit = reference(stick, fine)
        else:
            deposit, error = mean_error(
                simulate(stick, PULSE_HISTORIES, survival)[0])
            variance += (gain * error)**2
        coverage = coverage + gain * deposit
    return coverage, np.sqrt(variance)


theta, _ = pulse(PULSE_STEPS)
theta_fine, _ = pulse(10 * PULSE_STEPS)
theta_r, err_r = pulse(PULSE_STEPS, SURVIVAL)
theta_c, err_c = pulse(PULSE_STEPS, 0.0)
dev_pulse = np.max(abs(theta_r - theta) / err_r)
assert dev_pulse < 5
assert theta[-1] - theta_c[-1] > 3 * err_c[-1]

# ---- deficit identity when sticking varies with depth
varied = S0 * (1 - theta)
exact_v = reference(varied, fine)
cut_v = simulate(varied, HISTORIES // 2, 0.0)
repaired = cut_v[0] + cut_v[1] @ future_deposit(varied, fine)
dev_identity = deviation(repaired, exact_v,
                         abs(exact_v - reference(varied, coarse)))
assert dev_identity < 4.5
raw_v, raw_v_error = mean_error(cut_v[0])
assert exact_v[-1] - raw_v[-1] > 3 * raw_v_error[-1]

# ---- size of neglected effects and of uncertain inputs
free_path = kT / (np.sqrt(2) * np.pi * (MOLECULE_NM * 1e-9)**2
                  * TOTAL_TORR * const.torr) * 1e9              # nm
speed = np.sqrt(8 * kT / (np.pi * mass))                        # m/s
transit = (DEPTH * 1e-9)**2 / (DIAMETER * 1e-9 * speed / 3)     # s
narrow = exchange(RINGS, RADIUS - CYCLES * GROWTH_NM)
floor_narrow = reference(uniform, narrow)[-1] / S0
floor_half = reference(uniform / 2, fine)[-1] / (S0 / 2)
floor_double = reference(uniform * 2, fine)[-1] / (S0 * 2)

# ---- report
print(f"hole diameter, depth: {DIAMETER:.0f}, {DEPTH:.0f} nm")
print(f"temperature: {TEMPERATURE:.0f} K; precursor: {PRESSURE_TORR} Torr")
print(f"mass: {MASS_U:.0f} u; sites: {SITES_NM2:.0f} per nm2")
print(f"sticking s: {S0}; cutoff w_c: {CUTOFF}; survival p: {SURVIVAL}")
print(f"histories per run: {HISTORIES}; batches: {BATCHES}")
print(f"hard cutoff ends a trajectory after hit: {n_cut}")
print("Arrival flux relative to mouth (deposit per area / s), uniform s")
print("place: reference | full | roulette | cutoff | cutoff predicted")
norm = AREA_RATIO / S0
runs = [mean_error(x[0])[0] * norm for x in (full, roulette, cut)]
for name, i in (("0-100 nm", 0), ("900-1000 nm", 9),
                ("1900-2000 nm", 19), ("floor", 20)):
    row = [exact[i] * norm[i]] + [x[i] for x in runs]
    row.append(cut_exact[i] * norm[i])
    print(f"{name}: " + " | ".join(f"{x:.4f}" for x in row))
errors = [mean_error(x[0])[1][-1] / S0 for x in (full, roulette, cut)]
print("floor standard errors, full | roulette | cutoff: "
      + " | ".join(f"{x:.4f}" for x in errors))
print(f"floor cutoff deficit: {floor_bias_sigma:.1f} standard errors")
for c in (0.1, 0.01, 0.001):
    part, _, n = truncated(S0, c, fine)
    print(f"w_c={c}: last hit {n}, floor deficit "
          f"{100 * (1 - part[-1] / exact[-1]):.3f} %")
print(f"total deposit per molecule, reference: {exact.sum():.4f}")
print(f"total deposit per molecule, cutoff: {cut_exact.sum():.4f}")
print(f"weight discarded per molecule: {remainder.sum():.4f}")
print(f"floor error if deposited on the spot: "
      f"{100 * (dumped[-1] / exact[-1] - 1):+.1f} %")
print("Largest deviations in standard errors, beyond grid error")
print(f"full {dev_full:.2f}; roulette {dev_roulette:.2f}; cutoff vs its "
      f"prediction {dev_cut:.2f}")
print(f"on-the-spot {dev_dump:.2f}; deficit identity {dev_identity:.2f}")
print("Predicted cost for floor deposit (efficiency = 1/(variance*hits))")
base = costs[1.0][0]**2 * costs[1.0][1]
for p, (spread, hits) in costs.items():
    print(f"p={p}: spread/mean {spread / exact[-1]:.2f}, hits {hits:.1f}, "
          f"relative efficiency {base / (spread**2 * hits):.2f}")
for name, p, run in (("full", 1.0, full), ("roulette", SURVIVAL, roulette)):
    print(f"traced {name}: spread/mean {run[2].std() / exact[-1]:.2f}, "
          f"hits {run[3].mean():.1f}")
print(f"traced cutoff: hits {cut[3].mean():.1f}")
print(f"hits without termination, 4*depth/diameter+1: {hits_law:.0f}")
print(f"Pulse: {PULSE_MS} ms, {PULSE_STEPS} steps, {PULSE_HISTORIES} "
      f"histories per step")
print(f"mouth flux: {flux * 1e-18:.3e} per nm2 s; arrivals per site: {dose:.1f}")
print("coverage: reference | roulette | cutoff")
for name, i in (("0-100 nm", 0), ("900-1000 nm", 9), ("floor", 20)):
    print(f"{name}: {theta[i]:.4f} | {theta_r[i]:.4f} | {theta_c[i]:.4f}")
print(f"floor coverage errors, roulette | cutoff: "
      f"{err_r[-1]:.4f} | {err_c[-1]:.4f}")
print(f"largest roulette coverage deviation: {dev_pulse:.2f} standard errors")
print(f"floor coverage with ten times finer steps: {theta_fine[-1]:.4f}")
print(f"gas free path at {TOTAL_TORR} Torr, size {MOLECULE_NM} nm: "
      f"{free_path:.0f} nm")
print(f"gas collisions per wall flight: {100 * DIAMETER / free_path:.2f} %")
print(f"diffusive transit time: {transit * 1e3:.2e} ms")
print(f"floor flux after {CYCLES} cycles of {GROWTH_NM} nm: {floor_narrow:.4f}")
print(f"floor flux with s halved | doubled: {floor_half:.4f} | "
      f"{floor_double:.4f}")
print("all tests passed")
```

Output:

```
hole diameter, depth: 100, 2000 nm
temperature: 500 K; precursor: 0.1 Torr
mass: 72 u; sites: 4 per nm2
sticking s: 0.01; cutoff w_c: 0.1; survival p: 0.25
histories per run: 80000; batches: 50
hard cutoff ends a trajectory after hit: 230
Arrival flux relative to mouth (deposit per area / s), uniform s
place: reference | full | roulette | cutoff | cutoff predicted
0-100 nm: 0.8218 | 0.8168 | 0.8176 | 0.8224 | 0.8205
900-1000 nm: 0.1646 | 0.1648 | 0.1652 | 0.1531 | 0.1553
1900-2000 nm: 0.0547 | 0.0534 | 0.0535 | 0.0442 | 0.0430
floor: 0.0559 | 0.0548 | 0.0556 | 0.0447 | 0.0441
floor standard errors, full | roulette | cutoff: 0.0013 | 0.0012 | 0.0012
floor cutoff deficit: 9.4 standard errors
w_c=0.1: last hit 230, floor deficit 21.050 %
w_c=0.01: last hit 459, floor deficit 1.488 %
w_c=0.001: last hit 688, floor deficit 0.099 %
total deposit per molecule, reference: 0.1978
total deposit per molecule, cutoff: 0.1909
weight discarded per molecule: 0.0083
floor error if deposited on the spot: +2.0 %
Largest deviations in standard errors, beyond grid error
full 1.75; roulette 2.41; cutoff vs its prediction 0.82
on-the-spot 2.14; deficit identity 1.19
Predicted cost for floor deposit (efficiency = 1/(variance*hits))
p=1.0: spread/mean 6.61, hits 81.0, relative efficiency 1.00
p=0.5: spread/mean 6.85, hits 40.4, relative efficiency 1.87
p=0.25: spread/mean 7.09, hits 38.7, relative efficiency 1.82
p=0.1: spread/mean 7.78, hits 37.2, relative efficiency 1.57
traced full: spread/mean 6.56, hits 81.0
traced roulette: spread/mean 7.09, hits 38.7
traced cutoff: hits 35.7
hits without termination, 4*depth/diameter+1: 81
Pulse: 2.0 ms, 10 steps, 8000 histories per step
mouth flux: 1.851e+05 per nm2 s; arrivals per site: 92.6
coverage: reference | roulette | cutoff
0-100 nm: 0.5548 | 0.5540 | 0.5551
900-1000 nm: 0.1582 | 0.1576 | 0.1466
floor: 0.0572 | 0.0561 | 0.0464
floor coverage errors, roulette | cutoff: 0.0014 | 0.0012
largest roulette coverage deviation: 2.11 standard errors
floor coverage with ten times finer steps: 0.0577
gas free path at 1.0 Torr, size 0.6 nm: 32373 nm
gas collisions per wall flight: 0.31 %
diffusive transit time: 3.13e-04 ms
floor flux after 100 cycles of 0.1 nm: 0.0255
floor flux with s halved | doubled: 0.1511 | 0.0159
all tests passed
```
